# Beyer–Swinehart counting of vibrational states and its thermal verification: a numerical check

```python
# Result under test: the Beyer-Swinehart recursion counts the states of
# independent harmonic modes exactly, and the Boltzmann sum of the counts
# equals the analytic partition function q = prod 1/(1 - exp(-w/kT)).
# Symbols: w = mode wavenumber, kT = thermal energy, both in cm^-1;
# energies start at the zero-point level; g[m] = number of states in bin m;
# E0 = decomposition threshold; f = share of molecules with energy >= E0.
# The parameters are round model values for a five-atom hydride precursor.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import gammaincc

K_CM = const.k / (const.h * const.c * 100.0)          # cm^-1 per kelvin
EV_PER_CM = const.h * const.c * 100.0 / const.e       # eV per cm^-1

stretches = [2200] * 4
bends = [950] * 2 + [900] * 3
waves = stretches + bends
w = np.array(waves, float)
E0 = 20000
T_process = 900.0
kT = K_CM * T_process
width = 50
E_top = 200000


def beyer_swinehart(steps, top, upward=True):
    """Counts per bin and the number of additions made."""
    g = [1] + [0] * top
    additions = 0
    for n in steps:
        order = range(n, top + 1) if upward else range(top, n - 1, -1)
        for m in order:
            g[m] += g[m - n]
            additions += 1
    return np.array(g, float), additions


def log_q(freqs, thermal):
    return -np.sum(np.log1p(-np.exp(-np.asarray(freqs, float) / thermal)))


def mean_energy(thermal):
    return np.sum(w / np.expm1(w / thermal))


def weights(g, bin_width, thermal):
    return g * np.exp(-np.arange(len(g)) * bin_width / thermal)


steps = [x // width for x in waves]
assert all(n * width == x for n, x in zip(steps, waves))
g, _ = beyer_swinehart(steps, E_top // width)
energy = np.arange(len(g)) * width
m0 = E0 // width

# Every state up to the threshold, listed one by one
states = [0]
for x in waves:
    states = [e + v * x for e in states for v in range((E0 - e) // x + 1)]
listed = np.bincount(np.array(states) // width, minlength=m0 + 1)
assert np.array_equal(listed, g[:m0 + 1])
n_states = len(states)
_, n_additions = beyer_swinehart(steps, m0)

# Temperature at which the mean vibrational energy equals the threshold
kT_star = brentq(lambda t: mean_energy(t) - E0, 100.0, 50000.0)
T_star = kT_star / K_CM

# Boltzmann sums against the analytic product
thermal_rows = []
for T in (300.0, T_process, T_star):
    p = weights(g, width, K_CM * T)
    q = np.exp(log_q(waves, K_CM * T))
    assert abs(p.sum() / q - 1) < 1e-11
    thermal_rows.append((T, p.sum(), q, p[m0:].sum() / q))

# Individual counts recovered from q at complex temperature
N = len(g)
z = np.exp(-width / kT_star + 2j * np.pi * np.arange(N) / N)
G = np.ones(N, complex)
for n in steps:
    G /= 1 - z**n
m_check = 40000 // width
index = np.arange(m_check + 1)
recovered = (np.fft.fft(G).real / N)[:m_check + 1]
recovered = recovered * np.exp(index * width / kT_star)
assert np.max(np.abs(recovered - g[:m_check + 1])) < 0.01
assert np.array_equal(np.rint(recovered), g[:m_check + 1])

# Steepest-descent estimate of the density at the threshold
occ_star = 1 / np.expm1(w / kT_star)
variance = np.sum(w**2 * occ_star * (occ_star + 1))
rho_count = g[m0] / width
rho_saddle = (np.exp(log_q(waves, kT_star) + E0 / kT_star)
              / np.sqrt(2 * np.pi * variance))
assert abs(rho_saddle / rho_count - 1) < 0.03   # leading-order estimate

# Activated fraction: direct sum, and complement using analytic q
q_process = np.exp(log_q(waves, kT))
p = weights(g, width, kT) / q_process
f = p[m0:].sum()
f_complement = 1 - p[:m0].sum()
assert abs(f_complement / f - 1) < 1e-4         # cancellation of digits

# Truncation: missing share and its bound, at the fictitious temperature
E_cut = 60000
m_cut = E_cut // width
q_star = np.exp(log_q(waves, kT_star))
missing = 1 - weights(g, width, kT_star)[:m_cut + 1].sum() / q_star
E_omitted = E_cut + width
kT_hot = brentq(lambda t: mean_energy(t) - E_omitted, 100.0, 50000.0)
tail_bound = np.exp(-(1 / kT_star - 1 / kT_hot) * E_omitted
                    + log_q(waves, kT_hot) - log_q(waves, kT_star))
assert 0 < missing <= tail_bound

# Rounding on a grid that does not divide the wavenumbers
coarse = 70
coarse_steps = [int(x / coarse + 0.5) for x in waves]
g_coarse, _ = beyer_swinehart(coarse_steps, 100000 // coarse)
p_coarse = weights(g_coarse, coarse, kT)
shift = np.array(coarse_steps) * coarse - w
log_error = np.log(p_coarse.sum()) - log_q(waves, kT)
first_order = -np.sum(shift / kT / np.expm1(w / kT))
occ_low = 1 / np.expm1(np.minimum(w, w + shift) / kT)
second_bound = 0.5 * np.sum((shift / kT)**2 * occ_low * (occ_low + 1))
assert 0 <= log_error - first_order <= second_bound
above = np.arange(len(g_coarse)) * coarse >= E0
f_coarse = p_coarse[above].sum() / p_coarse.sum()

# The faulty downward loop allows at most one quantum per mode
g_bad, _ = beyer_swinehart(steps, E_top // width, upward=False)
bad_rows = []
for T in (300.0, T_process):
    bad_sum = weights(g_bad, width, K_CM * T).sum()
    assert abs(bad_sum / np.prod(1 + np.exp(-w / (K_CM * T))) - 1) < 1e-12
    bad_rows.append((T, 1 - bad_sum / np.exp(log_q(waves, K_CM * T))))
E_bad_max = energy[np.nonzero(g_bad)[0][-1]]
assert E_bad_max == sum(waves) and E_bad_max < E0

# Neglected effect 1: anharmonic stretches with the same fundamental
fine = 10
top_fine = 100000 // fine
anharm = 35
morse = [0]
while 2200 - 2 * anharm * (len(morse) - 1) > 0:
    v = len(morse)
    morse.append(2200 * v - anharm * v * (v - 1))
assert all(e % fine == 0 for e in morse)
g_anh, _ = beyer_swinehart([x // fine for x in bends], top_fine)
for _ in stretches:
    new = np.zeros_like(g_anh)
    for e in morse:
        k = e // fine
        new[k:] += g_anh[:len(g_anh) - k]
    g_anh = new
p_anh = weights(g_anh, fine, kT)
q_anh = (np.exp(log_q(bends, kT))
         * np.sum(np.exp(-np.array(morse) / kT))**len(stretches))
assert abs(p_anh.sum() / q_anh - 1) < 1e-11
f_anh = p_anh[E0 // fine:].sum() / q_anh
g_fine, _ = beyer_swinehart([x // fine for x in waves], top_fine)
f_fine = weights(g_fine, fine, kT)[E0 // fine:].sum() / q_process
assert abs(f_fine / f - 1) < 1e-10              # same spectrum, finer grid

# Neglected effect 2: all rotational energy allowed to help
gap = np.maximum(E0 - energy, 0) / kT
f_rot = np.sum(p * gammaincc(1.5, gap))
B_rot = 3.0                                     # spherical top, cm^-1
J = np.arange(400)
E_J = B_rot * J * (J + 1)
p_J = (2 * J + 1)**2 * np.exp(-E_J / kT)
p_J /= p_J.sum()
survival = np.cumsum(p[::-1])[::-1]
first_bin = np.ceil(np.maximum(E0 - E_J, 0) / width).astype(int)
f_rot_quantum = np.sum(p_J * survival[first_bin])
assert abs(f_rot_quantum / f_rot - 1) < 0.05    # classical rotor limit

print("stretches:", len(stretches), "modes at", stretches[0], "cm^-1")
for x in sorted(set(bends)):
    print("bends:", bends.count(x), "modes at", x, "cm^-1")
print(f"bin width: {width} cm^-1; top of grid: {E_top} cm^-1")
print(f"threshold E0: {E0} cm^-1 = {E0 * EV_PER_CM:.3f} eV")
print(f"kT at {T_process:.0f} K: {kT:.2f} cm^-1; E0/kT: {E0 / kT:.2f}")
print(f"mean vibrational energy there: {mean_energy(kT):.1f} cm^-1")
print("first occupied bins (energy in cm^-1: count):")
print("  " + ", ".join(f"{energy[m]}: {int(g[m])}"
                       for m in np.nonzero(g)[0][:8]))
print(f"states listed up to E0: {n_states}")
print(f"additions needed up to E0: {n_additions}")
print(f"count in the bin at E0: {int(g[m0])}")
print(f"density at E0, counted: {rho_count:.2f} states per cm^-1")
print(f"density at E0, steepest descent: {rho_saddle:.2f} per cm^-1")
print(f"T* with mean energy E0: {T_star:.1f} K; kT*: {kT_star:.1f} cm^-1")
for T, total, q, share in thermal_rows:
    print(f"T = {T:.1f} K: Boltzmann sum {total:.9f}")
    print(f"  analytic q {q:.9f}; share above E0 {share:.3e}")
print(f"counts recovered by Fourier sum up to {m_check * width} cm^-1")
print(f"activated fraction f at {T_process:.0f} K: {f:.4e}")
print(f"f from the complement: {f_complement:.4e}")
print(f"cut at {E_cut} cm^-1, T*: missing share {missing:.3e}")
print(f"  bound on missing share {tail_bound:.3e}")
print(f"grid of {coarse} cm^-1, {T_process:.0f} K, modes become:")
print("  " + ", ".join(f"{a} -> {b * coarse}" for a, b in
                       sorted(set(zip(waves, coarse_steps)))) + " cm^-1")
print(f"  change of ln q: {log_error:.5f}; first order {first_order:.5f}")
print(f"  bound on the remainder: {second_bound:.5f}")
print(f"  f on this grid / exact f: {f_coarse / f:.4f}")
for T, loss in bad_rows:
    print(f"downward loop, {T:.0f} K: sum too low by {100 * loss:.4f} %")
print(f"downward loop: highest state at {E_bad_max} cm^-1")
print(f"anharmonic constant: {anharm} cm^-1")
print(f"top stretch level: v = {len(morse) - 1} at {morse[-1]} cm^-1")
print(f"f anharmonic / f harmonic: {f_anh / f:.3f}")
print(f"f with all rotation / f: {f_rot / f:.2f} (classical rotor)")
print(f"  same with quantum levels, B = {B_rot:.1f} cm^-1: "
      f"{f_rot_quantum / f:.2f}")
print("every check passed")
```

Running it gives:

```
stretches: 4 modes at 2200 cm^-1
bends: 3 modes at 900 cm^-1
bends: 2 modes at 950 cm^-1
bin width: 50 cm^-1; top of grid: 200000 cm^-1
threshold E0: 20000 cm^-1 = 2.480 eV
kT at 900 K: 625.53 cm^-1; E0/kT: 31.97
mean vibrational energy there: 1641.7 cm^-1
first occupied bins (energy in cm^-1: count):
  0: 1, 900: 3, 950: 2, 1800: 6, 1850: 6, 1900: 3, 2200: 4, 2700: 10
states listed up to E0: 1122467
additions needed up to E0: 3341
count in the bin at E0: 19691
density at E0, counted: 393.82 states per cm^-1
density at E0, steepest descent: 388.94 per cm^-1
T* with mean energy E0: 4160.6 K; kT*: 2891.7 cm^-1
T = 300.0 K: Boltzmann sum 1.063469933
  analytic q 1.063469933; share above E0 2.014e-37
T = 900.0 K: Boltzmann sum 4.167201357
  analytic q 4.167201357; share above E0 9.582e-10
T = 4160.6 K: Boltzmann sum 8278.292366573
  analytic q 8278.292366573; share above E0 4.553e-01
counts recovered by Fourier sum up to 40000 cm^-1
activated fraction f at 900 K: 9.5821e-10
f from the complement: 9.5821e-10
cut at 60000 cm^-1, T*: missing share 3.137e-04
  bound on missing share 4.058e-03
grid of 70 cm^-1, 900 K, modes become:
  900 -> 910, 950 -> 980, 2200 -> 2170 cm^-1
  change of ln q: -0.03483; first order -0.03594
  bound on the remainder: 0.00113
  f on this grid / exact f: 0.9713
downward loop, 300 K: sum too low by 0.0755 %
downward loop, 900 K: sum too low by 24.0863 %
downward loop: highest state at 13400 cm^-1
anharmonic constant: 35 cm^-1
top stretch level: v = 32 at 35680 cm^-1
f anharmonic / f harmonic: 1.057
f with all rotation / f: 9.64 (classical rotor)
  same with quantum levels, B = 3.0 cm^-1: 9.66
every check passed
```
